\section*{Meyer-Neldel behaviour from a temperature-dependent Fermi level in disordered semiconductors}

\section{Most of the gain is missing}

Two samples of a model disordered semiconductor differ only in stored charge. Their Arrhenius plots, centred at 300 K, give activation energies of 0.5654 eV and 0.4347 eV. With equal prefactors, the second sample would conduct 157 times better at 300 K. It conducts 13.4 times better. The missing factor, 11.7, sits in the prefactors, which are 343 and 29.2 S/cm, although the transport path is the same in both samples. What differs is the motion of the Fermi level with temperature.

\section{How a shift becomes a prefactor}

Let electrons conduct at and above a mobility edge $E_c$, with a conductivity function that is zero below $E_c$ and equal to a constant $\sigma_{00}$ above it. This constant is taken to be independent of temperature and equal in all samples. Holes are neglected, which requires their mobility edge to lie several $kT$ farther from the Fermi level than $E_c$ does, in every sample. With the Fermi function $f$ and $D(T)=E_c-E_F(T)$,
\begin{equation}
\sigma=\sigma_{00}\int_{E_c}^{\infty}\left(-\frac{\partial f}{\partial E}\right)dE
=\sigma_{00}f(E_c)=\frac{\sigma_{00}}{e^{D/kT}+1}
\simeq\sigma_{00}\,e^{-D/kT},
\label{eq:sigma}
\end{equation}
where the last step needs $D\gg kT$. Multiple trapping in steady state is covered by the same formula if the product of free mobility and effective density of states is independent of temperature, as a constant $\sigma_{00}$ requires. Traps lower the drift mobility by the ratio of free to total carriers, but the conductivity contains the product of drift mobility and total density, which is the free density times the free mobility. Traps then act through $E_F$.

Suppose that over the measured window
\begin{equation}
D(T)=E_A-\gamma T .
\label{eq:linear}
\end{equation}
A positive $\gamma$ means that the Fermi level approaches the mobility edge on heating. Since $\gamma T/kT=\gamma/k$ contains no temperature,
\begin{equation}
\sigma=\sigma_{00}\,e^{-(E_A-\gamma T)/kT}
=\underbrace{\sigma_{00}\,e^{\gamma/k}}_{\sigma_0}\;e^{-E_A/kT}.
\label{eq:prefactor}
\end{equation}
The natural unit of $\gamma$ is $k=0.0862$ meV/K, so modest shifts matter: $\gamma=0.2$ meV/K multiplies the prefactor by 10.2.

If $D(T)$ is curved, its tangent at the window centre $T_*$ takes the place of Eq.~(\ref{eq:linear}). With $\beta=1/kT$ and $dT/d\beta=-kT^2$, the Arrhenius slope is
\begin{equation}
E_A=-\frac{d\ln\sigma}{d\beta}=D+\beta\frac{dD}{d\beta}
=D-T\frac{dD}{dT}=D(T_*)+\gamma T_*,\qquad
\gamma=-\left.\frac{dD}{dT}\right|_{T_*}.
\label{eq:tangent}
\end{equation}
The intercept is $\ln\sigma(T_*)+E_A/kT_*=\ln\sigma_{00}+\gamma/k$, as in Eq.~(\ref{eq:prefactor}).

\section{What makes it a Meyer-Neldel relation}

A linear shift alone does not correlate $\sigma_0$ with $E_A$. If $\gamma$ is the same in every sample, all prefactors change by the same factor. The correlation appears when $\gamma$ grows with activation energy across the family,
\begin{equation}
\gamma=a+\frac{E_A}{T_{MN}},\qquad T_{MN}>0 ,
\label{eq:scaling}
\end{equation}
with $a$ and $T_{MN}$ common to all samples. Then
\begin{equation}
\ln\sigma_0=\ln\sigma_{00}+\frac{a}{k}+\frac{E_A}{kT_{MN}},\qquad
\ln\sigma=\ln\sigma_{00}+\frac{a}{k}-\frac{E_A}{k}\left(\frac1T-\frac1{T_{MN}}\right).
\label{eq:mn}
\end{equation}
At $T=T_{MN}$ the activation energy drops out and the extrapolated lines cross. The Fermi levels show why:
\begin{equation}
D(T_{MN})=E_A-T_{MN}\left(a+\frac{E_A}{T_{MN}}\right)=-aT_{MN}.
\end{equation}
The straight lines $E_F(T)$ of all samples pass through one point, so the conductivities do too. In the strictly proportional case, $a=0$, that point is the mobility edge itself. There $D\gg kT$ fails: the extrapolated Arrhenius lines cross at $\sigma_{00}$, whereas the full Fermi function in Eq.~(\ref{eq:sigma}) gives $\sigma_{00}/2$ for every sample, provided the linear shift continues that far.

\section{Why the shift can scale}

A minimum in the density of localized states supplies the scaling. Measure energy from the minimum, put the mobility edge at $D_m$, and take
\begin{equation}
g(E)=g_m\cosh(E/w),
\end{equation}
two exponential tails of equal slope. Let the stored charge per volume be fixed by doping, by charged defects, or by a gate on a film much thinner than its screening length. In a thicker film a gate fixes only the charge per area, and the result below does not apply. Counted in electrons per volume from filling up to the minimum, it is
\begin{equation}
q=\int_0^\infty g f\,dE-\int_{-\infty}^0 g\,(1-f)\,dE .
\end{equation}
Let $G(E)=\int_0^E g\,dE'=g_mw\sinh(E/w)$. Integrate both terms by parts. The boundary terms vanish at $E=0$ because $G(0)=0$, and at $\pm\infty$ if $kT<w$, because the Fermi factor then decays faster than $G$ grows. What remains is
\begin{equation}
q=\int_{-\infty}^{\infty}G(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\end{equation}
Put $E=E_F+kTy$, $\alpha=kT/w$ and $u=E_F/w$. The weight becomes $e^y/(1+e^y)^2\,dy$, which is even in $y$. In $\sinh(u+\alpha y)=\sinh u\cosh\alpha y+\cosh u\sinh\alpha y$ the second term therefore integrates to zero, and in the first $\cosh\alpha y$ may be replaced by $e^{\alpha y}$. With $p=e^y/(1+e^y)$, so that $dp=p(1-p)\,dy$ and $e^y=p/(1-p)$,
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{\alpha y}e^y}{(1+e^y)^2}\,dy
=\int_0^1p^{\alpha}(1-p)^{-\alpha}dp
=\Gamma(1+\alpha)\Gamma(1-\alpha)=\frac{\pi\alpha}{\sin\pi\alpha}.
\end{equation}
Define $s(T)=\sin x/x$ with $x=\pi kT/w$. Then $q=g_mw\sinh(u)/s$. Since $s\to1$ as $T\to0$, fixed $q$ gives
\begin{equation}
\sinh\frac{E_F(T)}{w}=s(T)\,\sinh\frac{E_F(0)}{w}.
\label{eq:fermi}
\end{equation}
Heating moves the Fermi level toward the minimum. If it lies on the upper tail, there are more states just above it than just below. Thermal smearing at fixed $E_F$ would then add electrons, so $E_F$ must fall to conserve charge. On the lower tail it must rise. The deeper samples, with larger $E_A$, thus have the larger $\gamma$.

For $|E_F(0)|\ll w$, Eq.~(\ref{eq:fermi}) becomes $E_F(T)=s(T)E_F(0)$. Write $s$ and $s'=ds/dT$ for the values at $T_*$. Since $D=D_m-E_F$,
\begin{align}
\gamma&=s'E_F(0),\\
E_A-D_m&=-sE_F(0)+T_*s'E_F(0)=\left(T_*-\frac{s}{s'}\right)\gamma .
\end{align}
This is Eq.~(\ref{eq:scaling}) with $a=-D_m/T_{MN}$ and
\begin{equation}
T_{MN}=T_*-\frac{s}{s'}=T_*\left(1+\frac{s}{s-\cos x}\right),
\label{eq:tmn}
\end{equation}
where the second form uses $s'=(\cos x-s)/T_*$ and $x$ is taken at $T_*$. The linearized Fermi levels meet at the density minimum.

The result depends on the measuring window. For $kT_*\ll w$, $s\simeq1-x^2/6$ and $\cos x\simeq1-x^2/2$, so $T_{MN}\simeq3T_*/x^2=3w^2/(\pi^2k^2T_*)$: a colder window gives a higher Meyer-Neldel temperature. In this model $T_{MN}$ is therefore not strictly a material constant. The limiting form fails once $kT_*$ is a sizable fraction of $w$: for $w=50$ meV it gives 341 K at $T_*=300$ K, where Eq.~(\ref{eq:tmn}) gives 576 K. For windows centred between 250 and 500 K, Eq.~(\ref{eq:tmn}) stays between 562 and 607 K, within 5\% of $w/k=580$ K, with a shallow minimum near 400 K.

\section{How large the effect is}

The example uses round model parameters: $w=50$ meV, $D_m=0.5$ eV, $g_m=10^{17}$ cm$^{-3}$\,eV$^{-1}$, $\sigma_{00}=100$ S/cm and $T_*=300$ K. The fits cover 286 to 316 K. If holes have the same $\sigma_{00}$ and their mobility edge lies at least 0.7 eV below the density minimum, they add less than 1\% to the conductivity of any sample in the table. In the numerical charge integral for samples around the minimum, the density of states is held constant above the mobility edge; the Fermi levels at 300 K still agree with Eq.~(\ref{eq:fermi}) to within 0.02 meV.

\begin{center}
\begin{tabular}{rrrrr}
$E_F(0)$ & $E_F(300\,\mathrm{K})$ & $\gamma$ & $E_A$ & $\sigma_0$\\
meV & meV & meV/K & eV & S/cm\\
\hline
$-50$ & $-33.55$ & $+0.106$ & 0.565 & 343\\
$-25$ & $-15.8$ & $+0.055$ & 0.532 & 190\\
$0$ & $0.0$ & $0.000$ & 0.500 & 100\\
$+25$ & $+15.8$ & $-0.055$ & 0.468 & 52.7\\
$+50$ & $+33.55$ & $-0.106$ & 0.435 & 29.2
\end{tabular}
\end{center}

In the first sample $D(300\,\mathrm{K})=0.5335$ eV and $\gamma T_*=0.0318$ eV, whose unrounded values add up to $E_A=0.5654$ eV. The prefactor is $100\,e^{0.1061/0.08617}=343$ S/cm. The activation energy is neither the Fermi distance at 300 K nor that at zero temperature, 0.550 eV. It is where the tangent meets $T=0$, and the curvature of $E_F(T)$ separates the two.

With $s=0.6148$ and $s'=-2.228\times10^{-3}$ K$^{-1}$, Eq.~(\ref{eq:tmn}) gives $T_{MN}=300+276=576$ K, or $kT_{MN}=49.6$ meV. A numerical family within 5 meV of the minimum gives 576.3 K. The extrapolated common conductivity is $100\,e^{-500/49.63}=4.2\times10^{-3}$ S/cm. It should not be read as a prediction at 576 K: $kT$ is then almost $w$, and the charge integral draws on energies far up the tails, where the assumed density no longer holds.

The five samples together give 610 K, about 6\% above the formula. To see why, differentiate Eq.~(\ref{eq:fermi}) without assuming small displacement: $\cosh(u)\,\gamma/w=s'\sinh[E_F(0)/w]=(s'/s)\sinh u$. Thus
\begin{equation}
\gamma=w\frac{s'}{s}\tanh u,\qquad
\frac{E_A-D_m}{\gamma}=T_*-\frac{wu}{\gamma}=T_*-\frac{s}{s'}\,u\coth u .
\label{eq:large}
\end{equation}
Because $u\coth u>1$ for $u\ne0$, displaced samples point to a higher temperature. For the outermost pair, $|u|=0.671$ and the ratio is 616 K. The relation is therefore approximate, with a largest residual of 0.026 in $\ln\sigma_0$.

\section{Where the relation disappears}

Far up one tail, $\sinh u\simeq e^u/2$ and Eq.~(\ref{eq:fermi}) reduces to
\begin{equation}
E_F(T)\simeq E_F(0)+w\ln s(T).
\end{equation}
The shift no longer depends on filling. With the tail form kept at all energies, zero-temperature levels of 150, 175 and 200 meV shift at 300 K by $-24.1$, $-24.3$ and $-24.3$ meV; the limit is $-24.3$ meV. The prefactors are 12.5, 12.3 and 12.2 S/cm, eight times below $\sigma_{00}$, while $E_A$ falls from 0.320 to 0.270 eV. The slope $d\ln\sigma_0/dE_A$ is 0.47 eV$^{-1}$, against 19.0 eV$^{-1}$ for the five samples around the minimum. A strong shift is present, but almost no Meyer-Neldel relation.

Equation~(\ref{eq:large}) also limits the reach of this mechanism. As $|\tanh u|<1$, $|\gamma|/k$ stays below $w|s'|/(sk)=2.10$ here, so prefactors in one family can differ by at most a factor $e^{4.2}\approx67$. The bound equals $\pi(1/x-\cot x)$ and depends only on $x=\pi kT_*/w$, so it rises steeply as $kT_*$ approaches $w$: with the tail form kept at all energies, the same density of states allows a factor of about 1300 in a window centred at 400 K. In a window at 300 K, a relation spanning several decades needs another density of states or another cause.

\section{What to do with data}

\textbf{Do not read $E_A$ as a depth.} If $\sigma_{00}$ is known, use $D(T_*)=kT_*\ln[\sigma_{00}/\sigma(T_*)]$ and $\gamma=k\ln(\sigma_0/\sigma_{00})$. In the first sample the slope overstates the depth at 300 K by 32 meV.

\textbf{Use one temperature window, and look for the crossing.} A fitted line is best known at the centre of its window. An error $\delta E_A$ in the slope therefore brings an error $\delta\ln\sigma_0\simeq\delta E_A/kT_*$ in the intercept, which imitates Eq.~(\ref{eq:mn}) with $T_{MN}=T_*$. An apparent Meyer-Neldel temperature near the window centre calls for an error analysis first.

\textbf{Measure the thermopower $S$.} For the conductivity function assumed here, the carriers' mean energy above $E_F$, weighted by their share in the conductivity, is
\begin{equation}
\int_D^\infty\varepsilon\,e^{-\varepsilon/kT}d\varepsilon\Big/\int_D^\infty e^{-\varepsilon/kT}d\varepsilon=D+kT .
\end{equation}
Hence $e|S|/k=D/kT+1$. Adding the logarithm of Eq.~(\ref{eq:sigma}) removes the Fermi level:
\begin{equation}
\ln\sigma+\frac{e|S|}{k}=\ln\sigma_{00}+1 .
\end{equation}
If the Fermi shift causes the Meyer-Neldel relation, this sum is the same for all samples. If it still varies with $E_A$, then $\sigma_{00}$ differs between samples or the transport is not of the assumed kind, as with hopping near $E_F$ or a small hole current. Holes enter $S$ with opposite sign, so a share $r$ of the conductivity lowers the sum by roughly $r(D+D_h)/kT$, where $D_h$ is the distance from $E_F$ to their mobility edge. With that edge 0.7 eV below the density minimum, $r$ is 0.6\% in the first sample of the table, yet the sum falls by 0.28 there and by less than 0.01 in the last sample. A shift of the mobility edge with temperature is already part of $D(T)$; if equal in all samples, it changes $a$ and leaves $T_{MN}$ as it was.

The numerical output below lists the values for each sample.

\section*{Numbers as computed}
\begin{verbatim}
Boltzmann constant k = 8.617333e-05 eV/K
tail energy w = 50.0 meV
minimum to mobility edge D_m = 0.500 eV
density of states at minimum g_m = 1.0e+17 cm^-3 eV^-1
conductivity scale sigma00 = 100.0 S/cm
window centre T_ref = 300.0 K, kT_ref = 25.852 meV
window = 285.7 to 315.8 K
Imposed linear shifts:
 E_A 0.45 eV, gamma -0.0833 meV/K, fitted sigma0 38.02 S/cm
 E_A 0.55 eV, gamma +0.0833 meV/K, fitted sigma0 263 S/cm
 E_A 0.65 eV, gamma +0.2500 meV/K, fitted sigma0 1819 S/cm
 E_A 0.75 eV, gamma +0.4167 meV/K, fitted sigma0 1.259e+04 S/cm
 chosen crossing 600.0 K, fitted 600.0 K
 equal gamma = 0.200 meV/K
 equal gamma: sigma0/sigma00 = 10.185
 equal gamma: d ln(sigma0)/dE_A = 0.0000 1/eV
Five samples, Fermi levels from the density minimum:
 1: E_F(0) -50.0 meV, E_F(300 K) -33.55 meV, charge -5.876e+15 cm^-3
    tangent gamma +0.10610 meV/K, D(300 K) 0.5335 eV
    fit E_A 0.5654 eV, sigma0 342.95 S/cm, sigma(300 K) 1.088e-07 S/cm
 2: E_F(0) -25.0 meV, E_F(300 K) -15.75 meV, charge -2.605e+15 cm^-3
    tangent gamma +0.05527 meV/K, D(300 K) 0.5158 eV
    fit E_A 0.5323 eV, sigma0 190.02 S/cm, sigma(300 K) 2.166e-07 S/cm
 3: E_F(0) +0.0 meV, E_F(300 K) +0.00 meV, charge +0.000e+00 cm^-3
    tangent gamma -0.00000 meV/K, D(300 K) 0.5000 eV
    fit E_A 0.5000 eV, sigma0 100.07 S/cm, sigma(300 K) 3.985e-07 S/cm
 4: E_F(0) +25.0 meV, E_F(300 K) +15.76 meV, charge +2.605e+15 cm^-3
    tangent gamma -0.05527 meV/K, D(300 K) 0.4842 eV
    fit E_A 0.4677 eV, sigma0 52.71 S/cm, sigma(300 K) 7.329e-07 S/cm
 5: E_F(0) +50.0 meV, E_F(300 K) +33.55 meV, charge +5.876e+15 cm^-3
    tangent gamma -0.10610 meV/K, D(300 K) 0.4664 eV
    fit E_A 0.4347 eV, sigma0 29.22 S/cm, sigma(300 K) 1.459e-06 S/cm
s(300 K) = 0.61476, ds/dT = -2.22755e-03 1/K
T_MN small-displacement formula = 576.0 K
k*T_MN from formula = 49.63 meV
T_MN fitted, narrow family (within 5 meV) = 576.3 K
T_MN fitted, five samples = 609.7 K
k*T_MN, five samples = 52.54 meV
largest residual of ln(sigma0), five samples = 0.0260
extrapolated common conductivity = 4.217e-03 S/cm
sigma(300 K) ratio, sample 5 to 1 = 13.40
ratio from E_A alone = 157.17
prefactor ratio, sample 1 to 5 = 11.74
One exponential tail:
 E_F(0) 150 meV, shift at 300 K -24.12 meV, E_A 0.3204 eV, sigma0 12.48 S/cm
 E_F(0) 175 meV, shift at 300 K -24.25 meV, E_A 0.2951 eV, sigma0 12.27 S/cm
 E_F(0) 200 meV, shift at 300 K -24.30 meV, E_A 0.2699 eV, sigma0 12.19 S/cm
 limiting shift w*ln(s) = -24.33 meV
 d ln(sigma0)/dE_A: tail 0.471, five samples 19.033 1/eV
\end{verbatim}
